**Inverse-sum rule against the energy-averaged mobility in two dimensions**

For nondegenerate carriers with elastic relaxation times $t_0E/kT$ and $t_0$, the mobility is $(et_0/m)\exp(1)E_1(1)=0.5963\,et_0/m$, while adding inverse mobilities gives $0.6667\,et_0/m$, which is 11.8 percent too high. Here $E$ is the carrier energy, $m$ the effective mass, $t_0$ the time scale and $E_1$ the exponential integral. The program asserts that the closed form agrees with quadrature and with a Boltzmann equation solved on rings of momentum directions, without an assumed relaxation time. It also asserts that the rule does not underestimate in 200 random cases, that it holds for proportional times, and that its error follows the leading degenerate formula. Coulomb phase differences are compared with radial integration for the two lowest orders, and the partial-wave rate with the Born rate times its correction factor. For the InAs-like example the output gives 5,244 cm²/Vs, against 5,863 cm²/Vs from the rule. Single changes to the elastic model move the overestimate to between 8.2 and 14.3 percent, and a rough estimate with polar optical phonons raises it to about 40 percent.

## Numerical check

```python
"""
Result under test: for nondegenerate 2D carriers with elastic relaxation times
tau1 = t0*x and tau2 = t0 (x = E/kT), the mobility is (e*t0/m)*exp(1)*E1(1),
while adding inverse mobilities gives (2/3)*e*t0/m, about 12 percent more.
Symbols: m effective mass, kappa dielectric constant, k wavevector, q momentum
transfer / hbar, c relative strength of the first mechanism (tau1 = t0*x/c),
eta = e^2/(kappa*hbar*v) Coulomb parameter. Internal units: eV, nm, fs.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar
from scipy.special import exp1, expit

# constants and rough parameters of a thin InAs-like channel
hbar = sc.hbar / sc.e * 1e15
e2 = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9
h2_over_m0 = sc.hbar**2 / sc.m_e / sc.e * 1e18
temperature, mass, kappa, t0 = 300.0, 0.04, 15.0, 200.0
width, corr_length, carriers = 7.0, 2.0, 2e-4       # nm, nm, nm^-2
gap_np = 0.6                                      # eV, nonparabolicity scale
phonon, kappa_inf = 0.030, 12.0                   # eV, high-frequency constant
kT = sc.k * temperature / sc.e
h2m = h2_over_m0 / mass
k_th = np.sqrt(2 * kT / h2m)
charges = hbar * kappa**2 * kT / (np.pi**2 * e2**2 * t0)
eta_th = e2 / (kappa * h2m * k_th)
unit_mu = sc.e * t0 * 1e-15 / (mass * sc.m_e) * 1e4

# energy grid, x = p^2
nodes, weights = np.polynomial.legendre.leggauss(300)
P = 3.5 * (nodes + 1)
X = P**2
DX = 2 * P * 3.5 * weights
BOLTZ = X * np.exp(-X)


def excess(taus, weight=BOLTZ, dx=DX):
    """Relative overestimate made by adding inverse averaged times."""
    true = np.sum(dx * weight / sum(1 / t for t in taus))
    rule = 1 / sum(1 / np.sum(dx * weight * t) for t in taus)
    return rule / true - 1


def closed(c):
    return 1 - c + c**2 * np.exp(c) * exp1(c)


# closed form against direct quadrature
for c in (0.2, 1.0, 1.6, 5.0):
    direct = quad(lambda x: x * np.exp(-x) / (1 + c / x) if x > 0 else 0.0,
                  0, np.inf)[0]
    assert abs(direct - closed(c)) < 1e-7
true_avg = closed(1.0)
one = np.ones_like(X)
avg1, avg2 = np.sum(DX * BOLTZ * X), np.sum(DX * BOLTZ)
rule_avg = 1 / (1 / avg1 + 1 / avg2)
base = rule_avg / true_avg - 1
assert abs(avg1 - 2) < 1e-9 and abs(avg2 - 1) < 1e-9
assert abs(excess([X, one]) - base) < 1e-8
assert 0.115 < base < 0.125


def ring_mobility(n_angle):
    """Boltzmann equation on rings of directions, golden-rule rates,
    no relaxation time assumed; returns mobility in units of e*t0/m."""
    phi = 2 * np.pi * np.arange(n_angle) / n_angle
    pn, pw = np.polynomial.legendre.leggauss(40)
    total = 0.0
    for p, w in zip(3 * (pn + 1), 3 * pw):
        px, py = p * np.cos(phi), p * np.sin(phi)
        q = k_th * np.hypot(px[:, None] - px, py[:, None] - py)
        np.fill_diagonal(q, 1.0)
        potential = 2 * np.pi * e2 / (kappa * q)
        rate = charges * potential**2 / (hbar * h2m * n_angle)
        rate += 1 / (t0 * n_angle)
        np.fill_diagonal(rate, 0.0)
        collision = rate - np.diag(rate.sum(axis=1))
        # number conservation leaves the uniform part free: fix it to zero
        collision -= 1 / (t0 * n_angle)
        step = 1e-4
        force = (np.exp(-(px + step)**2 - py**2)
                 - np.exp(-(px - step)**2 - py**2)) / (2 * step)
        g = np.linalg.solve(collision, force)
        total += w * 2 * p * np.mean(px * g)
    return total / t0


# the omitted forward direction costs 1/n_angle; extrapolation removes it
ring = 2 * ring_mobility(80) - ring_mobility(40)
assert abs(ring / true_avg - 1) < 1e-3

# the rule never underestimates; it is exact for proportional times
rng = np.random.default_rng(1)
for _ in range(200):
    a, b = rng.uniform(-1, 2, 2)
    s = np.exp(rng.uniform(-2, 2))
    assert excess([s * X**a, X**b * (1 + 0.5 * np.sin(X))]) > -1e-10
assert abs(excess([3 * X, 0.7 * X])) < 1e-10

# worst relative strength
worst = minimize_scalar(lambda c: -2 / (2 + c) / closed(c),
                        bounds=(0.1, 10), method="bounded")
c_worst, worst_excess = worst.x, -worst.fun - 1
assert worst_excess > base

# degenerate limit with equal rates at the Fermi energy
dn, dw = np.polynomial.legendre.leggauss(800)
XL, DL = 50 * (dn + 1), 50 * dw
degenerate = {}
for xf in (20.0, 40.0):
    f = expit(xf - XL)
    degenerate[xf] = excess([XL / xf, np.ones_like(XL)],
                            XL * f * (1 - f), DL)
    assert abs(degenerate[xf] * 12 * xf**2 / np.pi**2 - 1) < 0.05


# Coulomb phase differences from the radial equation
def radial_phase(m, eta, r_end=400.0):
    r = 1e-3
    s, a = m + 0.5, eta / (m + 0.5)
    start = [r**s * (1 + a * r), s * r**(s - 1) + a * (s + 1) * r**s]
    sol = solve_ivp(lambda z, u: [u[1], (2 * eta / z + (m * m - 0.25) / z**2
                                        - 1) * u[0]],
                    (r, r_end), start, method="DOP853", rtol=1e-9, atol=1e-12)
    u, du = sol.y[:, -1]
    return np.arctan2(u * np.sqrt(1 - 2 * eta / r_end), du)


for m in (0, 1):
    shift = np.pi / 2 - radial_phase(m, eta_th) + radial_phase(m + 1, eta_th)
    error = shift - np.arctan(eta_th / (m + 0.5))
    # centrifugal tail beyond the end radius is of order (2m+1)/800
    assert abs(np.angle(np.exp(1j * error))) < 6e-3


def partial_wave_rate(eta, k, velocity):
    orders = np.arange(200000)
    total = np.sum(np.sin(np.arctan(eta / (orders + 0.5)))**2)
    total += eta**2 / len(orders)                 # remainder of the sum
    return charges * velocity * 4 / k * total


def beyond_born(eta):
    return np.tanh(np.pi * eta) / (np.pi * eta)


for x in (0.3, 1.0, 50.0):
    k = k_th * np.sqrt(x)
    eta = eta_th / np.sqrt(x)
    wave = partial_wave_rate(eta, k, h2m * k / hbar)
    assert abs(wave * t0 * x / beyond_born(eta) - 1) < 1e-6

# neglected effects, one at a time
theta = (np.arange(120) + 0.5) * np.pi / 120
Q = 2 * k_th * P[:, None] * np.sin(theta / 2)
q_screen = 2 * np.pi * e2 * carriers / (kappa * kT)
zn, zw = np.polynomial.legendre.leggauss(60)
Z = zn * width / 2
density = zw * np.cos(np.pi * Z / width)**2
density /= density.sum()


def film_tau(z_charge):
    form = sum(d * np.exp(-Q * abs(z - z_charge)) for z, d in zip(Z, density))
    return X / np.mean(form**2, axis=1)


born_excess = excess([X / beyond_born(eta_th / P), one])
screen_excess = excess([X / np.mean((Q / (Q + q_screen))**2, axis=1), one])
centre_excess = excess([film_tau(0.0), one])
interface_excess = excess([film_tau(width / 2), one])
rough_rate = np.mean((1 - np.cos(theta)) * np.exp(-(Q * corr_length)**2 / 4),
                     axis=1)
rough_excess = excess([X, 1 / rough_rate])
n_c = kT / (np.pi * h2m)                           # two spins, one valley
fermi = np.log(np.expm1(carriers / n_c))
occupation = expit(fermi - X)
fermi_excess = excess([X, one], X * occupation * (1 - occupation))
alpha = kT / gap_np
m_ratio = 1 + 2 * alpha * X
k2_ratio = X * (1 + alpha * X)
np_excess = excess([k2_ratio / m_ratio, 1 / m_ratio],
                   k2_ratio / m_ratio * np.exp(-X))

# polar optical phonons: momentum-loss rate in a strictly 2D sheet
bose = 1 / np.expm1(phonon / kT)
coupling = np.pi * e2 * phonon * (1 / kappa_inf - 1 / kappa)
loss = np.zeros_like(X)
for sign, factor in ((1, bose), (-1, bose + 1)):
    x_final = X + sign * phonon / kT
    p_final = np.sqrt(np.maximum(x_final, 0))
    cos = np.cos(theta)
    q = k_th * np.sqrt(X[:, None] + p_final[:, None]**2
                       - 2 * (P * p_final)[:, None] * cos)
    angular = np.mean((1 - (p_final / P)[:, None] * cos) / q, axis=1)
    loss += np.where(x_final > 0, factor * coupling * angular, 0) / (hbar * h2m)
phonon_tau = 1 / (loss * t0)
assert np.all(phonon_tau > 0)
phonon_avg = np.sum(DX * BOLTZ * phonon_tau)
with_phonon = np.sum(DX * BOLTZ / (1 / X + 1 + 1 / phonon_tau))
phonon_excess = excess([X, one, phonon_tau])

# heavy carriers, rough MoS2-like parameters
heavy_mass, heavy_kappa = 0.5, 10.0
heavy_h2m = h2_over_m0 / heavy_mass
heavy_eta = e2 / (heavy_kappa * np.sqrt(2 * kT * heavy_h2m))
heavy_tau = X / beyond_born(heavy_eta / P)
heavy = minimize_scalar(lambda s: -excess([np.exp(s) * heavy_tau, one]),
                        bounds=(-6, 4), method="bounded")
assert -heavy.fun < worst_excess / 2

mu1, mu2 = avg1 * unit_mu, avg2 * unit_mu
mu_true, mu_rule = true_avg * unit_mu, rule_avg * unit_mu
mu_extracted = 1 / (1 / mu_true - 1 / mu1)

print(f"average of tau1 / t0: {avg1:.4f}")
print(f"average of tau2 / t0: {avg2:.4f}")
print(f"true combined average / t0: {true_avg:.6f}")
print(f"same from Boltzmann equation on rings: {ring:.5f}")
print(f"inverse-sum rule / t0: {rule_avg:.6f}")
print(f"overestimate by the rule: {100*base:.2f} %")
print(f"worst strength ratio c: {c_worst:.3f}")
print(f"overestimate at worst c: {100*worst_excess:.2f} %")
for xf, value in degenerate.items():
    print(f"degenerate, E_F = {xf:.0f} kT, overestimate: {100*value:.4f} %")
    print(f"  leading formula: {100*np.pi**2/(12*xf**2):.4f} %")
print(f"temperature: {temperature:.0f} K; kT: {1000*kT:.2f} meV")
print(f"effective mass: {mass:.3f} m0; kappa: {kappa:.1f}")
print(f"t0: {t0/1000:.3f} ps")
print(f"charged impurity density: {charges*1e14:.3e} cm^-2")
print(f"mobility unit e t0/m: {unit_mu:.0f} cm2/Vs")
print(f"mobility, charged impurities alone: {mu1:.0f} cm2/Vs")
print(f"mobility, short-range disorder alone: {mu2:.0f} cm2/Vs")
print(f"true combined mobility: {mu_true:.0f} cm2/Vs")
print(f"  the same in SI: {mu_true/1e4:.4f} m2/Vs")
print(f"mobility from inverse-sum rule: {mu_rule:.0f} cm2/Vs")
print(f"short-range mobility wrongly extracted: {mu_extracted:.0f} cm2/Vs")
print(f"  error of extraction: {100*(mu_extracted/mu2-1):.1f} %")
print(f"thermal wavevector: {k_th:.4f} nm^-1")
print(f"Coulomb parameter eta at E = kT: {eta_th:.3f}")
print(f"exact/Born Coulomb rate at E = kT: {beyond_born(eta_th):.3f}")
print(f"overestimate, Coulomb beyond Born: {100*born_excess:.2f} %")
print(f"carrier density: {carriers*1e14:.2e} cm^-2")
print(f"carrier density / band density n_c: {carriers/n_c:.4f}")
print(f"overestimate, Fermi statistics: {100*fermi_excess:.2f} %")
print(f"screening wavevector: {q_screen:.5f} nm^-1")
print(f"overestimate, screening: {100*screen_excess:.2f} %")
print(f"film thickness: {width:.1f} nm")
print(f"overestimate, charges at film centre: {100*centre_excess:.2f} %")
print(f"overestimate, charges at interface: {100*interface_excess:.2f} %")
print(f"disorder correlation length: {corr_length:.1f} nm")
print(f"overestimate, finite correlation: {100*rough_excess:.2f} %")
print(f"nonparabolicity energy scale: {gap_np:.2f} eV")
print(f"overestimate, nonparabolic band: {100*np_excess:.2f} %")
print(f"phonon energy: {1000*phonon:.0f} meV; kappa_inf: {kappa_inf:.1f}")
print(f"phonon-only mobility estimate: {phonon_avg*unit_mu:.0f} cm2/Vs")
print(f"mobility estimate with phonons: {with_phonon*unit_mu:.0f} cm2/Vs")
print(f"overestimate, three mechanisms: {100*phonon_excess:.2f} %")
print(f"broadening hbar/(t0 kT): {hbar/(t0*kT):.3f}")
print(f"subband gap / kT: {1.5*h2m*(np.pi/width)**2/kT:.1f}")
print(f"heavy case: mass {heavy_mass:.2f} m0, kappa {heavy_kappa:.1f}")
print(f"heavy case, eta at E = kT: {heavy_eta:.3f}")
print(f"heavy case, exact/Born at E = kT: {beyond_born(heavy_eta):.3f}")
print(f"heavy case, largest overestimate: {-100*heavy.fun:.2f} %")
print("done: every assertion held")
```

Printed output:

```
average of tau1 / t0: 2.0000
average of tau2 / t0: 1.0000
true combined average / t0: 0.596347
same from Boltzmann equation on rings: 0.59632
inverse-sum rule / t0: 0.666667
overestimate by the rule: 11.79 %
worst strength ratio c: 1.641
overestimate at worst c: 12.38 %
degenerate, E_F = 20 kT, overestimate: 0.2017 %
  leading formula: 0.2056 %
degenerate, E_F = 40 kT, overestimate: 0.0512 %
  leading formula: 0.0514 %
temperature: 300 K; kT: 25.85 meV
effective mass: 0.040 m0; kappa: 15.0
t0: 0.200 ps
charged impurity density: 9.354e+10 cm^-2
mobility unit e t0/m: 8794 cm2/Vs
mobility, charged impurities alone: 17588 cm2/Vs
mobility, short-range disorder alone: 8794 cm2/Vs
true combined mobility: 5244 cm2/Vs
  the same in SI: 0.5244 m2/Vs
mobility from inverse-sum rule: 5863 cm2/Vs
short-range mobility wrongly extracted: 7472 cm2/Vs
  error of extraction: -15.0 %
thermal wavevector: 0.1647 nm^-1
Coulomb parameter eta at E = kT: 0.306
exact/Born Coulomb rate at E = kT: 0.775
overestimate, Coulomb beyond Born: 8.21 %
carrier density: 2.00e+10 cm^-2
carrier density / band density n_c: 0.0463
overestimate, Fermi statistics: 11.57 %
screening wavevector: 0.00467 nm^-1
overestimate, screening: 11.04 %
film thickness: 7.0 nm
overestimate, charges at film centre: 14.26 %
overestimate, charges at interface: 12.55 %
disorder correlation length: 2.0 nm
overestimate, finite correlation: 8.52 %
nonparabolicity energy scale: 0.60 eV
overestimate, nonparabolic band: 13.66 %
phonon energy: 30 meV; kappa_inf: 12.0
phonon-only mobility estimate: 10341 cm2/Vs
mobility estimate with phonons: 2678 cm2/Vs
overestimate, three mechanisms: 39.74 %
broadening hbar/(t0 kT): 0.127
subband gap / kT: 22.3
heavy case: mass 0.50 m0, kappa 10.0
heavy case, eta at E = kT: 1.622
heavy case, exact/Born at E = kT: 0.196
heavy case, largest overestimate: 3.60 %
done: every assertion held
```
